# Leading zero-point correction to the electronic polarizability of a diatomic, part 1

(Sections cited here and not found follow in the second part.)

## The correction and its derivation

A polarizability computed with the two nuclei of a diatomic held at the minimum of the potential curve leaves out the motion that the nuclei keep in their lowest state. For the hydrogen molecule, at the level of theory described in the second half, the clamped value is $0.773\ \text{Å}^3$, and the average over the lowest vibrational state is higher by $0.034\ \text{Å}^3$, or about 4 percent. A partial repair does not help much. If the bond is taken to vibrate symmetrically about the minimum, the linear change of polarizability averages to zero and the curvature of the polarizability alone remains. For hydrogen that supplies $0.003\ \text{Å}^3$, a tenth of the leading correction. The rest comes from the fact that an anharmonic bond is, on average, longer than its equilibrium length.

Let $R$ be the distance between the nuclei, $\mu$ their reduced mass and $V(R)$ the Born-Oppenheimer potential, with a minimum at $R_e$. Write

$$
x=R-R_e,\qquad k=V''(R_e)>0,\qquad g=V'''(R_e),\qquad \omega=\sqrt{k/\mu}.
$$

Let $\alpha(R)$ be the static electronic polarizability with the nuclei clamped at $R$, and let $\alpha'$ and $\alpha''$, written without an argument, be its first two derivatives at $R_e$. The result to be derived, for the state with vibrational quantum number $v=0$ and rotational quantum number $J=0$, is

$$
\Delta\alpha=\langle\alpha\rangle-\alpha(R_e)
=\frac{\hbar\omega}{4k}\left[\alpha''-\frac{g}{k}\,\alpha'\right]+O(\mu^{-1}).
$$

The displayed term is proportional to $\mu^{-1/2}$, because $k$, $g$, $\alpha'$ and $\alpha''$ are electronic quantities that do not depend on the nuclear mass.

First it has to be shown that $\langle\alpha\rangle$ is the right quantity. Take a homonuclear molecule, which has no dipole moment at any $R$, in a weak uniform static field $F$. If the axis makes an angle $\theta$ with the field, the field components along and across the axis are $F\cos\theta$ and $F\sin\theta$. With principal polarizabilities $\alpha_\parallel$ and $\alpha_\perp$, the electronic energy at clamped nuclei becomes

$$
V(R)-\tfrac12F^2\left[\alpha_\parallel(R)\cos^2\theta+\alpha_\perp(R)\sin^2\theta\right]+O(F^4).
$$

This energy is the potential in which the nuclei move. The unperturbed state with $J=0$ has no preferred direction, so with $t=\cos\theta$

$$
\langle\cos^2\theta\rangle=\frac12\int_{-1}^{1}t^2\,dt=\frac13,\qquad
\langle\sin^2\theta\rangle=\frac23 .
$$

The angular average of the bracket is therefore the mean polarizability

$$
\alpha(R)=\tfrac13\left[\alpha_\parallel(R)+2\alpha_\perp(R)\right],
$$

and this is the meaning of $\alpha(R)$ from here on. For $J=0$ the nuclear wavefunction can be written $u(R)/(R\sqrt{4\pi})$. The factor $1/R$ removes the first derivative from the radial Laplacian, and there is no centrifugal term, so

$$
-\frac{\hbar^2}{2\mu}u''+V(R)\,u=E\,u,\qquad \int_0^\infty u^2\,dR=1,
$$

with $u$ real. The field term is a perturbation proportional to $F^2$. First-order perturbation theory gives its effect on the energy through order $F^2$, since the second-order effect is already of order $F^4$:

$$
E(F)=E(0)-\tfrac12F^2\langle\alpha\rangle+O(F^4),\qquad
\langle\alpha\rangle=\int_0^\infty u^2\,\alpha(R)\,dR .
$$

The polarizability of the molecule in this state is $-d^2E/dF^2$ at zero field, which is $\langle\alpha\rangle$. In a heteronuclear molecule $\langle\alpha\rangle$ is still the averaged electronic part, but the dipole moment adds further contributions, which are discussed in the second half.

The next question is which terms belong to the leading order. The natural length of the vibration is

$$
\ell=\sqrt{\frac{\hbar}{\mu\omega}}=\left(\frac{\hbar^2}{\mu k}\right)^{1/4}.
$$

It is proportional to $\mu^{-1/4}$, and it satisfies $k\ell^2=k\hbar/(\mu\omega)=\hbar\omega$, because $k/\mu=\omega^2$. Put $x=\ell q$. The kinetic energy becomes $-(\hbar^2/2\mu\ell^2)\,d^2/dq^2=-\tfrac12\hbar\omega\,d^2/dq^2$. Measure the energy from the minimum and divide the Hamiltonian by $\hbar\omega=k\ell^2$:

$$
\frac{H}{\hbar\omega}=-\frac12\frac{d^2}{dq^2}+\frac{q^2}{2}
+\frac{g\ell}{6k}\,q^3+\frac{V_4\ell^2}{24k}\,q^4+\cdots,
\qquad V_4=V''''(R_e).
$$

The cubic term is thus of relative order $\ell$, the quartic of order $\ell^2$, and the term in $q^n$ carries $\ell^{\,n-2}$. Replacing $q$ by $-q$ and $\ell$ by $-\ell$ together multiplies that term by $(-1)^n(-1)^{n-2}=1$, so the scaled Hamiltonian does not change. Hence $\langle q^n\rangle$ as a power series in $\ell$ contains even powers if $n$ is even and odd powers if $n$ is odd. Since $\langle x^n\rangle=\ell^n\langle q^n\rangle$, every moment of $x$ is a series in even powers of $\ell$:

$$
\langle x\rangle=O(\ell^2),\qquad
\langle x^2\rangle=O(\ell^2),\qquad
\langle x^3\rangle=O(\ell^4),\qquad
\langle x^4\rangle=O(\ell^4).
$$

The first entry contains the point of the whole calculation. A displacement is of size $\ell$ in any one instance, but its average vanishes for the symmetric oscillator. The cubic term, itself of relative order $\ell$, makes the average $\ell\times\ell$. This is the same order as the mean square displacement. Expanding the polarizability about $R_e$,

$$
\langle\alpha\rangle-\alpha(R_e)=\alpha'\langle x\rangle+\tfrac12\alpha''\langle x^2\rangle+O(\ell^4),
$$

one sees that both terms are of order $\ell^2\propto\mu^{-1/2}$ and that neither may be dropped against the other on grounds of order. The remainder is of order $\ell^4\propto\mu^{-1}$.

The mean square is needed at leading order, where the Hamiltonian is that of the harmonic oscillator. Its ground state is $\varphi_0=\pi^{-1/4}e^{-q^2/2}$: differentiating twice gives $\varphi_0''=(q^2-1)\varphi_0$, so $-\tfrac12\varphi_0''+\tfrac12q^2\varphi_0=\tfrac12\varphi_0$. An integration by parts then yields

$$
\langle q^2\rangle=\frac{1}{\sqrt\pi}\int_{-\infty}^{\infty}q\left(q\,e^{-q^2}\right)dq
=\frac{1}{2\sqrt\pi}\int_{-\infty}^{\infty}e^{-q^2}dq=\frac12 ,
$$

and therefore

$$
\langle x^2\rangle=\frac{\ell^2}{2}+O(\ell^4)=\frac{\hbar\omega}{2k}+O(\mu^{-1}).
$$

The mean elongation follows from the condition that the average force vanishes in a stationary state. Multiply the radial equation by $u'$ and integrate over $R$. Because $u''u'=\tfrac12(u'^2)'$ and $uu'=\tfrac12(u^2)'$,

$$
-\frac{\hbar^2}{4\mu}\left[u'^2\right]_0^\infty
+\frac12\left[Vu^2\right]_0^\infty-\frac12\int_0^\infty V'u^2\,dR
=\frac E2\left[u^2\right]_0^\infty .
$$

At large $R$ a bound state and its derivative vanish. At $R=0$ the function $u$ vanishes in proportion to $R$, which also removes $Vu^2$ although $V$ grows as $1/R$ there. What survives is

$$
\langle V'\rangle=\frac{\hbar^2}{2\mu}\,u'(0)^2 .
$$

The right side measures the chance that the nuclei tunnel through their repulsion into contact. It falls exponentially with $\sqrt\mu$, faster than any power of $\ell$, so it contributes nothing to the expansion, and $\langle V'\rangle=0$ may be used. With $V'=kx+\tfrac12gx^2+\tfrac16V_4x^3+\cdots$ and the orders found above,

$$
k\langle x\rangle+\tfrac12g\langle x^2\rangle+O(\ell^4)=0 ,
$$

$$
\langle x\rangle=-\frac{g}{2k}\langle x^2\rangle+O(\ell^4)
=-\frac{g\,\hbar\omega}{4k^2}+O(\mu^{-1}).
$$

For the usual bond $g$ is negative: the restoring force is weaker on the stretched side than on the compressed side. To make the forces balance on average, the molecule has to spend more of its probability at larger $R$, and the mean bond length exceeds $R_e$.

The same elongation can be obtained from the perturbed wavefunction, which shows where it resides. With $q=(a+a^\dagger)/\sqrt2$ acting three times on the harmonic ground state $|0\rangle$,

$$
q|0\rangle=\frac{1}{\sqrt2}|1\rangle,\qquad
q^2|0\rangle=\frac12\left(|0\rangle+\sqrt2\,|2\rangle\right),\qquad
q^3|0\rangle=\frac{1}{2\sqrt2}\left(3|1\rangle+\sqrt6\,|3\rangle\right).
$$

The perturbation in units of $\hbar\omega$ is $(g\ell/6k)q^3$, and the state $|1\rangle$ lies one unit above $|0\rangle$. First-order theory mixes it in with the amplitude

$$
c_1=-\frac{g\ell}{6k}\cdot\frac{3}{2\sqrt2}=-\frac{g\ell}{4\sqrt2\,k}.
$$

The operator $q$ connects $|0\rangle$ to $|1\rangle$ but not to $|3\rangle$, so

$$
\langle x\rangle=2\ell\,c_1\langle0|q|1\rangle
=2\ell\left(-\frac{g\ell}{4\sqrt2\,k}\right)\frac{1}{\sqrt2}
=-\frac{g\ell^2}{4k}=-\frac{g\,\hbar\omega}{4k^2},
$$

in agreement with the force balance.

Inserting both averages into the expansion of $\alpha$ gives

$$
\Delta\alpha=\alpha'\left(-\frac{g\,\hbar\omega}{4k^2}\right)
+\frac12\alpha''\,\frac{\hbar\omega}{2k}
=\frac{\hbar\omega}{4k}\left[\alpha''-\frac gk\,\alpha'\right],
$$

which is the stated result. The ratio of the slope part to the curvature part is $-g\alpha'/(k\alpha'')$ and contains no mass. Making the nuclei heavier shrinks both parts together, at this order, and does not alter their proportion.

A second derivation avoids wavefunctions and asks how the field changes the zero-point energy. In the field, the orientation-averaged potential is $V(R)-\tfrac12F^2\alpha(R)$. Its minimum is displaced to $x_0$, where

$$
kx_0-\tfrac12F^2\alpha'=0\quad\Longrightarrow\quad
x_0=\frac{F^2\alpha'}{2k}+O(F^4).
$$

The force constant at the new minimum has two changes. The field adds its own curvature $-\tfrac12F^2\alpha''$, and the displacement along the anharmonic curve adds $gx_0$:

$$
k_F=k+gx_0-\tfrac12F^2\alpha''
=k-\tfrac12F^2\left[\alpha''-\frac gk\alpha'\right]+O(F^4).
$$

Since $\omega$ is proportional to the square root of the force constant, $\delta\omega=\omega\,\delta k/(2k)$, and the harmonic zero-point energy changes by

$$
\delta\left(\tfrac12\hbar\omega\right)=\frac{\hbar\omega}{4k}\,(k_F-k)
=-\tfrac12F^2\cdot\frac{\hbar\omega}{4k}\left[\alpha''-\frac gk\alpha'\right].
$$

The energy of the minimum itself changes by $-\tfrac12F^2\alpha(R_e)+O(F^4)$, because the displacement $x_0$ costs energy only at order $F^4$. Adding the two and comparing with $-\tfrac12F^2\langle\alpha\rangle$ returns the same $\Delta\alpha$. Anharmonic corrections to the zero-point energy are of order $k\ell^4\propto\mu^{-1}$ and do not disturb the leading term. In this reading, a field that lengthens and softens the bond lowers its zero-point energy, and that lowering is counted as extra polarizability.

A Morse curve shows how large the bracket tends to be. For $V=D(1-e^{-bx})^2$ with $b>0$, the expansion $1-e^{-bx}=bx-\tfrac12b^2x^2+\cdots$ gives $V=D(b^2x^2-b^3x^3+\cdots)$. Comparison with $\tfrac12kx^2+\tfrac16gx^3$ yields $k=2Db^2$ and $g=-6Db^3$, hence $g/k=-3b$ and

$$
\Delta\alpha=\frac{\hbar\omega}{4k}\left[\alpha''+3b\,\alpha'\right].
$$

Within this model the curvature part dominates when $|\alpha''|$ is much larger than $3b|\alpha'|$, that is, when the slope itself changes appreciably over a length well below $1/(3b)$. If the slope changes appreciably only over a length much greater than $1/(3b)$, the elongation governs the correction.

## Range of validity and the hydrogen molecule

The symbols carried over are the stretch $x=R-R_e$, the potential derivatives $k=V''(R_e)$, $g=V'''(R_e)$ and $V_4=V''''(R_e)$, the frequency $\omega=\sqrt{k/\mu}$ with reduced mass $\mu$, the vibrational length $\ell\propto\mu^{-1/4}$ with $k\ell^2=\hbar\omega$, and the mean static polarizability $\alpha(R)$ with derivatives $\alpha'$ and $\alpha''$ at $R_e$. For $v=0$, $J=0$ the leading results are

$$
\langle x^2\rangle=\frac{\hbar\omega}{2k},\qquad
\langle x\rangle=-\frac{g}{2k}\langle x^2\rangle,\qquad
\Delta\alpha=\frac{\hbar\omega}{4k}\left[\alpha''-\frac gk\alpha'\right],
$$

with corrections of order $\ell^4\propto\mu^{-1}$.

The phrase "cubic anharmonicity" needs care. The potential $\tfrac12kx^2+\tfrac16gx^3$, taken literally for all $x$, has no lowest state, since for $g<0$ it falls without limit at large $x$. Its slope $x(k+\tfrac12gx)$ vanishes at $x_b=-2k/g$, where the second derivative is $k+gx_b=-k$, so this point is a maximum. The height there is

$$
\frac k2\cdot\frac{4k^2}{g^2}+\frac g6\left(-\frac{8k^3}{g^3}\right)
=\frac{2k^3}{g^2}-\frac{4k^3}{3g^2}=\frac{2k^3}{3g^2}.
$$

A molecule in the truncated potential would eventually tunnel out. The cubic term therefore has to be understood as the local expansion of a curve that is itself bounded below, and the formula as the first term of an expansion for large $\mu$.

The worked case is H$_2$. Its electronic states were computed by full configuration interaction in the aug-cc-pVTZ basis. This treats the correlation of the two electrons completely within the basis, but the basis is finite. At each $R$ the polarizability along a direction $z$ follows from second-order perturbation theory: equating the energy $-F^2\sum_n|\langle n|ez|0\rangle|^2/(E_n-E_0)$ with $-\tfrac12\alpha F^2$ gives

$$
\alpha_{zz}=2\sum_{n\neq0}\frac{|\langle n|ez|0\rangle|^2}{E_n-E_0},
$$

where $z$ is summed over both electrons and $n$ labels electronic states. Numbers below are polarizability volumes $\alpha/(4\pi\varepsilon_0)$ in $\text{Å}^3$. The formula for $\Delta\alpha$ is linear in $\alpha$, so it holds for them unchanged.

The potential and polarizability were interpolated through 17 bond lengths. The minimum lies at $R_e=0.743$ Å, and there

$$
k=35.883\ \text{eV/Å}^2,\quad g=-234.97\ \text{eV/Å}^3,\quad \hbar\omega=0.54573\ \text{eV},
$$

$$
\alpha(R_e)=0.77345\ \text{Å}^3,\quad \alpha'=1.2197\ \text{Å}^2,\quad \alpha''=0.8481\ \text{Å}.
$$

The mean square stretch is

$$
\langle x^2\rangle=\frac{0.54573}{2\times35.883}=0.00760\ \text{Å}^2 .
$$

Its root is 0.087 Å, about 12 percent of the bond length. The mean elongation is

the first quantity left for the next part, which completes the correction for H$_2$, compares it with a numerical solution for the full curve and examines its limits. This part has derived the leading zero-point correction $\Delta\alpha$ for $v=0$, $J=0$, and shown that the mean elongation and the mean square stretch enter it at the same order.
